# How Far Do Current-Heated Electrons Rise above the Lattice Temperature?

**Question.** A thin metal strip carries a current density of 10 MA/cm². Its resistivity is 5 µΩ cm, and its electrons exchange heat with the lattice at a rate of \(10^{17}\) W/(m³ K). The current heats the electrons first. How far does their temperature rise above that of the lattice, how does this difference scale, and when does the estimate fail?

**Answer.** The size follows from an energy balance: in the steady state, the electrons must pass on the power they receive. If all of it goes to the lattice, the temperature difference is the heating power per volume divided by the coupling. Whether all of it does so depends on how the strip is cooled.

## The power received by the electrons

Let \(n\) be the electron density, \(-e\) the electron charge and \(\mathbf v_d\) the drift velocity. The current density is \(\mathbf J=-ne\mathbf v_d\), and the field \(\mathbf E\) does work per volume and time

\[
P=n(-e\mathbf E)\cdot\mathbf v_d=\mathbf J\cdot\mathbf E=\rho J^2 ,
\]

where \(\mathbf E=\rho\mathbf J\) was used in the last step.

This power enters the electrons even if the resistance comes from elastic collisions with boundaries or defects. Take a constant mean free time \(\tau_c\) and collisions that make the velocity isotropic. During a flight of duration \(t\), a force of magnitude \(F=eE\) changes the energy of an electron of mass \(m\) by \(Fv_\parallel t+F^2t^2/(2m)\), where \(v_\parallel\) is the initial velocity along the force. The first term averages to zero. For exponentially distributed flight times \(\langle t^2\rangle=2\tau_c^2\), so the mean gain per flight is \(F^2\tau_c^2/m\). Dividing by \(\tau_c\) and multiplying by \(n\) gives \((ne^2\tau_c/m)E^2\), the Drude heating rate. Elastic collisions turn drift into random motion without removing this energy. A Monte Carlo calculation with such collisions gave 1.009 times the Drude rate. The standard sampling error is about 0.003, so this run lies nearly three standard errors high, but it confirms the rate to about one percent.

In SI units \(J=10^{11}\) A/m² and \(\rho=5\times10^{-8}\) Ω m. Hence

\[
P=(5\times10^{-8})(10^{11})^2=5\times10^{14}\ \mathrm{W/m^3}.
\]

## The steady difference

Let \(T_e\) and \(T_l\) be the electron and lattice temperatures, \(\theta=T_e-T_l\), and \(C_e\), \(C_l\) the heat capacities per volume. The two-temperature model takes the exchanged power to be \(G\theta\). For a uniform strip that loses heat through its lattice,

\[
C_e\frac{dT_e}{dt}=P-G\theta,\qquad
C_l\frac{dT_l}{dt}=G\theta-Q ,
\]

where \(Q\) is the power per volume passed to the surroundings. In the steady state the first equation gives

\[
\theta=\frac{P}{G}=\frac{\rho J^2}{G}
=\frac{5\times10^{14}}{10^{17}}\ \mathrm K=5\ \mathrm{mK}.
\]

The difference grows as \(J^2\), in proportion to \(\rho\), and inversely with \(G\). At fixed \(\rho\) and \(G\), doubling the current density raises it to 20 mK.

## How quickly it appears

Dividing the two balances by their heat capacities and subtracting gives, before heat has escaped (\(Q=0\)),

\[
\frac{d\theta}{dt}=\frac{P}{C_e}
-G\left(\frac1{C_e}+\frac1{C_l}\right)\theta .
\]

With constant heat capacities and \(\theta(0)=0\), the solution is

\[
\theta(t)=\frac PG\frac{C_l}{C_e+C_l}\left(1-e^{-t/\tau}\right),
\qquad
\tau=\frac{C_eC_l}{G(C_e+C_l)} .
\]

Rough copper-like values are \(C_e=3\times10^4\) and \(C_l=3.4\times10^6\) J/(m³ K) at 300 K. They give \(\tau=0.297\) ps and an early plateau of 4.956 mK. The plateau lies slightly below \(P/G\) because part of the power is still warming the electrons along with the lattice.

Adding the two balances with \(Q=0\) shows that, on this plateau, both temperatures rise at \(P/(C_e+C_l)=0.146\) K/ns. Without losses, the rise of the lattice passes the electron-lattice difference after about 34 ps and exceeds it thereafter. Once losses balance the heating, \(\theta\) reaches \(P/G\).

## How the difference varies across the thickness

Now let the strip have thickness \(2a=20\) nm, with \(x\) measured from its mid-plane. It loses heat through both wide faces. If \(k_e\) and \(k_l\) are the electron and lattice thermal conductivities, the steady equations are

\[
k_eT_e''-G\theta+P=0,\qquad k_lT_l''+G\theta=0 .
\]

Let \(q_e=-k_eT_e'(a)\) be the heat flux carried out of each face by electrons. By symmetry \(T_e'(0)=0\). Integrating the electron equation from 0 to \(a\) gives \(-q_e-G\int_0^a\theta\,dx+Pa=0\), or

\[
\bar\theta=\frac1a\int_0^a\theta\,dx=\frac{P-q_e/a}{G}.
\]

If no electron heat crosses the faces, the mean is \(P/G\), whatever the two conductivities. If electrons do carry heat out, the mean falls.

The local difference need not equal the mean. Dividing the two steady equations by \(k_e\) and \(k_l\) and subtracting gives

\[
\theta''=\frac{\theta}{\ell^2}-\frac{P}{k_e},\qquad
\frac1{\ell^2}=G\left(\frac1{k_e}+\frac1{k_l}\right).
\]

The constant solution is \(\theta_0=P\ell^2/k_e=(P/G)\,k_l/(k_e+k_l)\), to which symmetry allows a term \(A\cosh(x/\ell)\). The sum of the steady equations, integrated from 0 to \(a\), gives \(k_eT_e'(a)+k_lT_l'(a)=-Pa\). With \(T_e'(a)=0\), this means \(T_l'(a)=-Pa/k_l\) and hence \(\theta'(a)=+Pa/k_l\). This fixes \(A\):

\[
\theta(x)=\theta_0+\frac{Pa\ell}{k_l}
\frac{\cosh(x/\ell)}{\sinh(a/\ell)} .
\]

For \(a\ll\ell\), the second term becomes \(P\ell^2/k_l=(P/G)\,k_e/(k_e+k_l)\), and the sum is \(P/G\) throughout. For \(a\gg\ell\), the middle approaches \(\theta_0\), while the difference at the faces grows with \(a\).

The Wiedemann-Franz law, \(k_e=(\pi^2/3)(k_B/e)^2T/\rho\), gives \(k_e=146.6\) W/(m K) at 300 K. With a rough \(k_l=10\) W/(m K), \(\ell=9.68\) nm. The difference is then 4.3 mK at mid-plane and 6.6 mK at the faces, with a mean of 5 mK. These local values depend strongly on \(k_l\): the same formula gives 2.4 and 11 mK for \(k_l=2\) W/(m K), and 4.6 and 5.8 mK for \(k_l=20\) W/(m K), while the mean stays at 5 mK. Since the electron mean free path is about 13 nm, diffusion is a poor description across 20 nm, and the profile is indicative. The mean rests on the integrated balance and does not need the diffusion law.

## Cooling through the ends

Uniform heating alone does not guarantee 5 mK. Consider a line with no loss through its faces, cooled at two ends where both temperatures are held at ambient. The equation for \(\theta\) is unchanged, but now \(\theta=0\) at the ends. Several \(\ell\) away from them \(\theta\approx\theta_0\), which is 0.32 mK at the middle of a 400 nm line. Since \(k_l\ll k_e\), this value is nearly proportional to the rough \(k_l\), ranging from 0.07 to 0.6 mK for \(k_l\) between 2 and 20 W/(m K). The electrons carry most of the heat to the ends themselves, so little needs to pass through the lattice.

An ordinary line loses heat both ways. Suppose each face has 200 nm of oxide with a heat sink beyond, and the strip is wide compared with the oxide thickness. With a rough interface conductance \(h=10^8\) W/(m² K) and oxide conductivity 1.4 W/(m K), the conductance per area of each face is

\[
U=\left(\frac1{10^8}+\frac{200\times10^{-9}}{1.4}\right)^{-1}
=6.54\times10^6\ \mathrm{W/(m^2\,K)} .
\]

Two faces serve a thickness \(2a\), so the loss per volume and kelvin is \(g=2U/(2a)=U/a=6.54\times10^{14}\) W/(m³ K).

Let \(z\) be the distance from a cold via, and measure temperatures from ambient. Because \(g\ll G\), the two temperatures nearly share a common value \(T\) beyond a few \(\ell\) from the via. Adding their balances gives \((k_e+k_l)T''+P-gT=0\), with solution

\[
T=\frac Pg\left(1-e^{-z/L_h}\right),\qquad
L_h=\sqrt{\frac{k_e+k_l}{g}}=0.489\ \text{µm}.
\]

Its curvature is \(T''=-P e^{-z/L_h}/(k_e+k_l)\). Inserting this in the electron balance \(G\theta=P+k_eT''\) gives

\[
\theta\approx\frac PG\left[1-\frac{k_e}{k_e+k_l}e^{-z/L_h}\right].
\]

If heat spreading along the oxide is neglected, the difference is about 3.3 mK at 0.5 µm from the via and 4.9 mK at 2 µm. The 5 mK estimate therefore applies several healing lengths \(L_h\) from a via.

## What the estimate means for a real line

Far from the vias, in a strip much wider than its oxide, the lattice itself is \(P/g=0.76\) K above ambient, about 150 times the electron-lattice difference. The drop across each interface alone is \(Pa/h=50\) mK. In this region, a single-temperature calculation of the steady rise misses less than one percent of the electron temperature rise. The ratio of \(\theta\) to the lattice rise is \(g/G\) there, independent of current as long as the material values stay fixed. A narrow line also loses heat sideways, so \(g\) is larger while the mean \(\theta\) stays at \(P/G\). With the same interface and oxide, two-dimensional conduction gives a lattice rise of roughly 0.3 K for a width of 100 nm and 0.1 K for 20 nm. The missed share then grows to about 2 and 5 percent, and \(L_h\) shrinks to about 0.3 and 0.17 µm. Within some tens of nanometres of a cold via, where the total rise is small, the diffusion equations make \(\theta\) a larger fraction of that rise, about 2 percent at 10 nm in the wide strip. At distances this close to the mean free path the figure is only indicative.

The parameters resemble a very thin copper film, whose resistivity is well above the bulk value because of surface and grain-boundary scattering. The current density is high for sustained use, where electromigration is a concern. At 2 MA/cm², with the other values fixed, the difference would be 0.2 mK. Metal liners or closely spaced vias, where present, can let electrons carry heat out directly, which weakens the assumption that all heat leaves through the lattice. As an artificial test of its importance, electrons were given the same conductance \(U\) to the surroundings as the lattice. They then carried out half the heat, and the mean difference fell to 2.5 mK.

Any uncertainty in the coupling passes directly into the result: halving \(G\) gives 10 mK and doubling it gives 2.5 mK. At 373 K, a rough resistivity slope of 0.007 µΩ cm/K raises \(\rho\) to 5.5 µΩ cm and the difference to 5.5 mK, with \(J\) and \(G\) fixed.

A single lattice temperature is also an assumption. Suppose electrons heat modes holding a fraction \(f\) of \(C_l\), and these relax towards the mean lattice temperature in a time \(\tau_p\), with the heat leaving through the other modes. Let \(T_h\) and \(T_m\) be the temperature of the heated modes and the mean lattice temperature. The steady balance \(fC_l(T_h-T_m)/\tau_p=P\) gives

\[
T_e-T_m=\frac PG+\frac{P\tau_p}{fC_l}.
\]

For an assumed \(f=1/3\) and a rough \(\tau_p=5\) ps, the added term is 2.2 mK and the total 7.2 mK. If \(G\) was inferred from the difference between \(T_e\) and the mean lattice temperature, it already contains some of this delay, and adding the full term would count it twice.

Finally, an electron gains about 0.07 meV from the field over one mean free path, against \(k_BT=26\) meV. The field therefore disturbs the electron distribution weakly, although this comparison does not prove that the distribution is fully thermal. The result is best read as a few millikelvin, with 5 mK the value for the stated coupling and lattice cooling. The numerical output below lists the inputs and the separate cases.

## Numbers as computed

```
Current density: 10 MA/cm^2
Resistivity: 5 microohm cm
Coupling G: 1e+17 W/(m^3 K)
Ambient temperature: 300 K
Electron heat coefficient (rough): 100 J/(m^3 K^2)
Electron heat capacity: 3e+04 J/(m^3 K)
Lattice heat capacity (rough): 3.4e+06 J/(m^3 K)
Lattice conductivity (rough): 10 W/(m K)
Electron conductivity: 146.6 W/(m K)
Strip thickness: 20 nm
Oxide thickness on each face: 200 nm
Oxide conductivity (rough): 1.4 W/(m K)
Interface conductance (rough): 1e+08 W/(m^2 K)
Electric field: 5000 V/m
Monte Carlo / Drude heating: 1.009 (ratio)
Heating power density P: 5e+14 W/m^3
Excess P/G: 5 mK
Late excess from nonlinear transient: 5 mK
Response time: 0.297 ps
Early plateau of excess: 4.956 mK
Early lattice warming rate: 0.146 K/ns
Time for lattice to warm by P/G: 34.3 ps
Interface cooling time: 340 ps
Heat flux through each face: 5e+06 W/m^2
Interface temperature drop: 50 mK
Conductance of face plus oxide U: 6.54e+06 W/(m^2 K)
Loss coefficient g: 6.54e+14 W/(m^3 K)
Steady lattice rise P/g: 0.764 K
Electron-lattice length: 9.68 nm
Excess at mid-plane: 4.26 mK
Excess at face: 6.56 mK
Mean excess across strip: 5 mK
Direct electron-oxide test conductance: 6.54e+06 W/(m^2 K)
Heat share leaving by electrons in test: 0.502 (fraction)
Mean excess in that test: 2.49 mK
Mid-line excess, 400 nm line, ends only: 0.319 mK
Healing length from via: 0.489 um
Excess 0.5 um from via: 3.31 mK
Excess 2 um from via: 4.92 mK
Excess if G is halved: 10 mK
Excess if G is doubled: 2.5 mK
Resistivity slope (rough): 0.007 microohm cm/K
Temperature of use: 373 K
Resistivity at temperature of use: 5.51 microohm cm
Excess at temperature of use, same G: 5.51 mK
Electron density (rough): 8.5e+28 m^-3
Electron mean free path: 13.1 nm
Field energy per mean free path: 0.066 meV
Thermal energy kT: 25.9 meV
Phonon relaxation time (rough): 5 ps
Strongly coupled heat-capacity share: 0.333 (assumed)
Added excess from selective coupling: 2.2 mK
Total excess with selective coupling: 7.2 mK
```
